Strong-Coupling Polaron Energy from a Gaussian Orbital

**1. Result**

An electron in a polar crystal polarizes the lattice and is attracted by that polarization. Describe the electron by an isotropic Gaussian orbital and the lattice by the static polarization that suits this orbital best. The lowest energy obtained is

E_G = −α²/(3π) ≈ −0.1061 α²,

in units of the phonon energy ħω, measured from the band edge and without the phonon zero-point energy. Here α is the Fröhlich coupling constant, defined in part 2.

The model has one electron in a parabolic band of mass m, coupled linearly to longitudinal optical phonons of a single frequency ω in a three-dimensional continuum. For this model E_G is an upper bound to the ground-state energy at every α. It is a useful bound only at strong coupling: for α < 3π a different trial state gives a lower one, and just above 3π it is still far from tight (part 10).

**2. The attraction and its coupling constant**

This part uses Hartree atomic units. Let the electron density ρ(r) produce a displacement field D. The electronic and ionic polarizations P_e and P_i, with susceptibilities χ_e and χ_i, reduce the electric field to F = D − 4π(P_e + P_i). The energy density is

u = F²/(8π) + P_e²/(2χ_e) + P_i²/(2χ_i).

Setting the derivatives with respect to P_e and P_i to zero gives P_e = χ_e F and P_i = χ_i F. Hence D = ε₀F with ε₀ = 1 + 4π(χ_e + χ_i), and

u = (F²/8π)(1 + 4πχ_e + 4πχ_i) = ε₀F²/(8π) = D²/(8πε₀).

If the ions are held at P_i = 0, the same argument gives D²/(8πε∞) with ε∞ = 1 + 4πχ_e. Ionic relaxation therefore lowers the energy density by

κD²/(8π),  κ = 1/ε∞ − 1/ε₀.

The fast electronic polarization is taken to follow the electron itself, so that its energy is already part of the band edge. Only the ionic gain is kept. Since ∫D²/(8π) d³r is the Coulomb self-energy of ρ, the total gain is

S = (κ/2) J,  J = ∬ ρ(r)ρ(r′)/|r − r′| d³r d³r′.

Now change to polaron units, ħ = m = ω = 1. In atomic units the new energy unit is ω and the new length unit is ℓ = 1/√(mω). Because J is an inverse length, its coefficient becomes

κ/(2ωℓ) = (κ/2)√(m/ω) = α/√2,  α = κ√(m/(2ω)).

Thus S = (α/√2) J in polaron units, which are used through part 8.

**3. From the Hamiltonian to the Landau-Pekar functional**

The Fröhlich Hamiltonian in a volume Ω is

H = p²/2 + Σ a_k†a_k + Σ [V_k a_k exp(ik·r) + h.c.],

with sums over k. Take as trial state a normalized orbital ψ(r) times a coherent phonon state, for which a_k acting on the state gives the number f_k. With ρ = |ψ|² and ρ_k = ∫ρ exp(ik·r) d³r, the expectation value is

E = T + Σ [ |f_k|² + V_kρ_k f_k + (V_kρ_k f_k)* ],  T = ½∫|∇ψ|² d³r.

Completing the square in each mode,

E = T + Σ |f_k + (V_kρ_k)*|² − Σ |V_kρ_k|².

The middle sum cannot be negative and vanishes for f_k = −(V_kρ_k)*. What remains is

E[ψ] = T − S,  S = Σ |V_kρ_k|².

This S must equal the electrostatic gain of part 2, which fixes V_k. Write |V_k|² = C/(Ωk²) and replace the sum by Ω∫d³k/(2π)³. The Fourier transform of 1/r is 4π/k², so

S = C ∫ d³k/(2π)³ |ρ_k|²/k² = (C/4π) J.

Equating C/4π with α/√2 gives

|V_k|² = 2√2 πα/(Ωk²).

The Landau-Pekar functional is therefore

E[ψ] = ½∫|∇ψ|² d³r − (α/√2) ∬ |ψ(r)|²|ψ(r′)|²/|r − r′| d³r d³r′.

It is the expectation value of H in a normalized state, so every value it takes is an upper bound to the ground-state energy. The double integral is not a repulsion between two electrons. It is the net effect of one electron on itself through the lattice, and it is attractive.

**4. The Gaussian integrals**

Take

ψ(r) = (β²/π)^(3/4) exp(−β²r²/2),  ρ(r) = (β²/π)^(3/2) exp(−β²r²).

The prefactor normalizes ρ, because ∫exp(−β²r²) d³r = (π/β²)^(3/2). Each Cartesian coordinate has variance 1/(2β²), so ⟨r²⟩ = 3/(2β²).

For the kinetic energy, ∇ψ = −β² **r** ψ. Hence

T = ½β⁴⟨r²⟩ = 3β²/4.

For the density transform, complete the square in each coordinate:

−β²x² + ikx = −β²(x − ik/(2β²))² − k²/(4β²).

The shifted Gaussian has the same integral as the unshifted one, so ρ_k = exp(−k²/(4β²)). The factor 1/k² in the coupling cancels the k² of the volume element:

S = [2√2 πα/(2π)³] ∫₀^∞ 4π exp(−k²/(2β²)) dk
 = (√2 α/π) ∫₀^∞ exp(−k²/(2β²)) dk
 = (√2 α/π) β√(π/2) = αβ/√π.

A real-space calculation confirms the factor. Two independent points drawn from ρ have a separation s whose components each have variance 1/β². Its distribution is (β²/2π)^(3/2) exp(−β²s²/2), and

J = ⟨1/s⟩ = 4π(β²/2π)^(3/2) ∫₀^∞ s exp(−β²s²/2) ds
 = 4π(β²/2π)^(3/2)/β² = β√(2/π).

Multiplication by α/√2 again gives αβ/√π.

**5. The minimum**

The energy to be minimized is

E(β) = 3β²/4 − αβ/√π.

Confinement costs energy as β², while the attraction grows only as β. A wide orbital therefore gains by shrinking and a very narrow one by expanding. With β_G = 2α/(3√π), completing the square gives

E(β) = (3/4)(β − β_G)² − (3/4)β_G².

The cross term is −(3/2)ββ_G = −αβ/√π, as required. The minimum is at β = β_G, with

E_G = −(3/4)·4α²/(9π) = −α²/(3π).

The same expression can be written

E(β)/E_G = 1 − (β/β_G − 1)².

A 10 % error in β thus costs 1 % of the binding. The energy is much less sensitive than the orbital, so a good energy does not certify an equally good orbital.

Minimizing the functional numerically, with its integrals evaluated by quadrature, gives β = 0.3761 and E = −0.10610 at α = 1, in agreement with the formulas.

**6. How the energy is divided**

Replace any orbital by λ^(3/2)ψ(λr). Its norm is unchanged, T becomes λ²T and S becomes λS. If the energy is stationary under this change at λ = 1, then

2T − S = 0, so S = 2T and E = −T.

In the product state the phonon energy is Σ|f_k|² = S, and the interaction energy is −2S. In terms of |E| the balance is

- kinetic energy: +|E|
- phonon energy: +2|E|
- interaction energy: −4|E|
- total: −|E|

In these units the phonon energy is also the mean phonon number, N = 2α²/(3π) for the Gaussian.

Suppose the electron is removed from its well to the band edge while the lattice stays as it was. The final energy is the phonon energy 2|E|, and the initial energy was −|E|. The mean cost is 3|E|, three times the binding. If the lattice then relaxes to its undistorted state while the electron stays at the bare band edge, the difference, 2|E|, is released. The bare edge is only a reference level. An electron freed slowly would carry a polarization of its own, with an energy at rest no higher than −α (part 8), so |E| should not be read as the energy of a thermal release.

**7. What the Gaussian misses**

Now let ψ vary freely at fixed norm. With real ψ, the variation of T is −∫δψ ∇²ψ d³r. The variation of S is √2α∫δρ φ d³r, where δρ = 2ψδψ and φ(r) = ∫ρ(r′)/|r − r′| d³r′. A Lagrange multiplier μ for the norm gives the Pekar equation

−½∇²ψ − √2 α φψ = μψ.

Multiplying by ψ and integrating gives μ = T − 2S, which equals 3E by the scaling result of part 6. The eigenvalue is not the total energy, because it leaves out the energy stored in the lattice.

The substitution ψ(r) = α^(3/2)χ(αr) turns both T and S into α² times their values at α = 1, so one numerical solution serves all α. A self-consistent radial calculation gives E = −0.1085 α² and μ = −0.3255 α² when converged; the finite grid used for the numerical output gives −0.3256 α² for μ. The Gaussian recovers all but 2.2 % of the Pekar binding.

In relative terms, the two orbitals differ most at large distance. There φ approaches 1/r, the well vanishes, and the Pekar orbital falls as exp(−√(2|μ|) r) times a power of r. A Gaussian falls faster. How much of the 2.2 % comes from this tail has not been separated here.

Even the Pekar minimum is only an upper bound for the full Hamiltonian, not its exact energy, because the product state omits correlation between the instantaneous electron position and the phonons. The product form is physically reasonable when the electron moves fast compared with the lattice. Its energies in the well scale as α² while the phonon energy is 1, so this requires large α.

**8. A mobile competitor and the crossing at 3π**

At small α the electron cannot be treated as a fast, static cloud. A better trial state lets the phonons accompany the electron. Let K = Σ k a_k†a_k be the phonon momentum, and transform with U = exp(−ir·K). Then

U†pU = p − K,  U†a_kU = a_k exp(−ik·r).

The electron coordinate disappears from the interaction, and p now stands for the conserved total momentum. For total momentum zero,

H₀ = K²/2 + Σ a_k†a_k + Σ (V_k a_k + V_k* a_k†).

Take a coherent phonon state with amplitudes f_k. Putting the operators in K² into normal order gives

⟨K²⟩ = Σ k²|f_k|² + |Σ k|f_k|²|²,

where the k inside the last modulus is a vector. That term vanishes if |f_k| is the same for k and −k. The energy is then

Σ [ (1 + k²/2)|f_k|² + V_kf_k + V_k*f_k* ].

Its minimum is at f_k = −V_k*/(1 + k²/2), which has the assumed symmetry. The cost of a phonon is its own energy, 1, plus the electron's recoil energy, k²/2. The result is

E_M = −Σ |V_k|²/(1 + k²/2)
 = −(√2 α/π) ∫₀^∞ dk/(1 + k²/2)
 = −(√2 α/π)(π/√2) = −α.

The ground-state energy is therefore no higher than the lower of −α and −α²/(3π). These are equal at

α = 3π ≈ 9.42.

Below this value the Gaussian bound is the poorer one. As α → 0 it vanishes as α², whereas the mobile bound is linear in α.

The crossing compares two trial states and does not establish a transition of the ground state. Nor does a low E_G prove that the true ground state is localized. The Gaussian may be centred anywhere at the same energy, and superpositions of the displaced copies, each with its own lattice polarization, are also allowed. The best such superposition has an energy no higher than that of a single copy, and it can carry a definite total momentum.

**9. Strong coupling against the continuum**

Return to atomic units. Dividing β_G by ℓ and multiplying E_G by ω, with α√(mω) = κm/√2, gives

β = √2 κm/(3√π),  E_G = −κ²m/(6π).

The phonon frequency has cancelled from both. It sets α, and so decides, within the continuum model, whether the static treatment is sensible, but not the size or the absolute energy of the Gaussian state. The root-mean-square radius is

R = √(3/2)/β = 3√(3π)/(2κm).

A heavier carrier has a larger α, which grows as √m, but a smaller orbital, since R falls as 1/m. The continuum model needs R to be large compared with the atomic spacing. To see whether both demands can be met, write α² = κ²m/(2ω) and eliminate m through κm = 3√(3π)/(2R):

α² = 3√(3π) κ/(4ωR).

The condition α > 3π, under which the Gaussian bound beats the mobile one and which serves here only as a rough marker of strong coupling, then becomes

R < √(3π) κ/(12π²ω).

A large strong-coupling polaron therefore needs a large ratio κ/ω, which a low longitudinal phonon frequency and a large κ both favour. A soft transverse phonon does not by itself make the longitudinal frequency ω low.

In a crystal, the distinct phonon wavevectors fill only one Brillouin zone. For a cubic cell of length a, replace the Brillouin zone by a sphere of equal volume:

(4π/3)k_D³ = (2π)³/a³, so k_D = (6π²)^(1/3)/a.

The integrand of S in part 4 is exp(−k²/(2β²)). The share of S from wavevectors beyond k_D is therefore

erfc(k_D/(√2 β)).

If this share is appreciable, the result depends on how the charge couples to the lattice within a cell, which the continuum formula does not describe. The share is not simply lost in a crystal: a density component beyond the zone can still act on a phonon whose wavevector differs from its own by a reciprocal-lattice vector.

**10. A light and a heavy carrier**

Consider a model wide-gap polar crystal with round parameters: ε∞ = 4, ε₀ = 12, phonon energy 40 meV = 0.001470 hartree and a = 6 bohr. Then

κ = 1/4 − 1/12 = 0.1667,  k_D = 0.6496 bohr⁻¹.

The condition of part 9 gives R < 0.0259 × 0.1667/0.001470 ≈ 2.9 bohr. By these continuum formulas, any carrier in this crystal for which the Gaussian bound beats the mobile one has an orbital radius below half a cell length. The phonon cutoff of part 11 changes both the radius and the bounds.

Light carrier, m = 0.3:

α = 0.1667 √(0.3/0.002940) = 1.68.

The Gaussian bound is −1.68²/(3π) = −0.30 phonon energies, or −12 meV. The mobile bound is −1.68 phonon energies, or about −67 meV. The Gaussian radius of 92 bohr suits the continuum, and the share of S beyond k_D is 0.0 % to the digits shown. The static lattice is what fails here: the binding is smaller than one phonon energy. The 92 bohr should not be read as the size of a self-trapped electron. Within this model, the calculation gives no reason to expect such a carrier to be trapped by the polar coupling.

Heavy carrier, m = 12:

α = 0.1667 √(12/0.002940) = 10.65.

The Gaussian bound is −12.03 phonon energies, or −0.48 eV, below the mobile bound of −10.65. The mean phonon number in the Gaussian state is 24. By part 6, fast removal from the frozen well would cost 3 × 0.48 ≈ 1.4 eV. The Gaussian bound is now the lower of the two, but α is only a little above the crossing, and neither bound is close to the true ground-state energy. Feynman's path-integral bound, not derived here, is about −14.9 phonon energies at this α, so the Gaussian misses at least 19 % of the binding.

The length scale is a further difficulty. With β = 0.5319 bohr⁻¹ the radius is 2.3 bohr, and k_D/(√2 β) = 0.864, so 22 % of S comes from wavevectors beyond the Debye sphere. The parabolic band is doubtful too. From T = ⟨k²⟩/(2m) = 3β²/(4m), the electron's root-mean-square wavevector is √(3/2) β ≈ 0.65 bohr⁻¹, which is about k_D itself. A nearest-neighbour band on a simple cubic lattice with this mass and cell length has hopping t = 1/(2ma²) ≈ 31 meV, below the phonon energy, and a total width 12t ≈ 0.38 eV, less than the Gaussian's kinetic energy T = 0.48 eV. Such a band could not supply that kinetic energy, so the heavy-carrier numbers describe the continuum model rather than a crystal.

**11. The heavy carrier with a phonon cutoff**

To see how sensitive the result is to short wavelengths, keep the parabolic band but allow only phonons with k < k_D. This drops the coupling to density components beyond k_D altogether, which a real crystal does not do. The losses found below therefore belong to this truncated model; in a crystal the correction may be smaller or larger, or of the opposite sign, depending on where the charge sits in the cell. In atomic units the energy becomes

E(β) = 3β²/(4m) − (κ/π) ∫₀^(k_D) exp(−k²/(2β²)) dk
 = 3β²/(4m) − [κβ/√(2π)] erf(k_D/(√2 β)).

For k_D → ∞ the error function is 1 and the earlier result returns. If the old orbital is kept, T = |E_G| while S falls from 2|E_G| to 2 × 0.778|E_G|. The energy is then −0.56|E_G|, so 44 % of the binding is lost.

The orbital can do better by expanding. Attraction at short distance has been weakened, while the kinetic cost has not. Reoptimization gives β = 0.3531 bohr⁻¹, a radius of about 3.5 bohr, and a bound of −9.62 phonon energies, or −0.38 eV. The loss is reduced to 20 % of the continuum binding.

The mobile bound needs the same cutoff. With q_D = k_D/√(mω) in polaron units, its integral ends at q_D:

E_M = −(2α/π) arctan(q_D/√2).

Here q_D = 0.6496/√(12 × 0.001470) = 4.89, and the bound is −8.74 phonon energies. At this mass the Gaussian state remains the lower of the two, but the gap between the bounds has narrowed from 1.38 to 0.88 phonon energies. With the cutoff a larger α no longer guarantees this order: both bounds tend to −κk_D/π in atomic units as m grows, and at m = 1000 the mobile one is the lower again. That gap is not an energy difference between two physical states, because both numbers are upper bounds.

The cutoff also removes the simple energy balance of part 6. S no longer scales as λ, since k_D introduces a fixed length, and the factor of three between fast removal and binding no longer follows.

For a device material, the heavy-carrier result is a warning of strong lattice relaxation, not a trap depth to be used in a transport model. A quantitative value would need the actual band, the phonon dispersion, the short-range coupling to bond distortions and the atomic structure around the carrier, all of which are absent here. The numerical output below lists the values for both carriers.

Values computed for the example and the checks

```
Polaron units, energies in phonon energies
Gaussian, alpha=1: beta = 0.3761
Gaussian energy / alpha^2 = -0.10610
-1/(3 pi) = -0.10610
Gaussian T / alpha^2 = 0.1061
Gaussian S / alpha^2 = 0.2122
Pekar minimum / alpha^2 = -0.1085
Pekar eigenvalue / alpha^2 = -0.3256
Gaussian shortfall = 2.2 %
Bounds cross at alpha = 9.425
Model crystal
eps_inf = 4, eps_0 = 12
kappa = 0.1667
phonon energy = 40 meV = 0.001470 hartree
cell length = 6 bohr
Debye wavevector = 0.6496 1/bohr
Light carrier: mass = 0.3 electron masses
  alpha = 1.68
  Gaussian bound = -0.30 phonon energies
  Gaussian bound = -12.0 meV
  mobile bound = -1.68 phonon energies
  beta = 0.0133 1/bohr
  rms radius = 92.10 bohr
  mean phonon number = 0.60
  share of S beyond Debye sphere = 0.0 %
Heavy carrier: mass = 12.0 electron masses
  alpha = 10.65
  Gaussian bound = -12.03 phonon energies
  Gaussian bound = -481.2 meV
  mobile bound = -10.65 phonon energies
  beta = 0.5319 1/bohr
  rms radius = 2.30 bohr
  mean phonon number = 24.06
  share of S beyond Debye sphere = 22.2 %
Heavy carrier, phonons inside Debye sphere only
  reoptimized beta = 0.3531 1/bohr
  Gaussian bound = -9.62 phonon energies
  Gaussian bound = -384.8 meV
  mobile bound = -8.74 phonon energies
  binding lost by cutoff = 20.0 %
```
